\section*{Racah-normalised tensors from powers of J+ and their reduced elements}

\section{An electron between two charges}

An electron in a d orbital sits midway between two negative charges on the $z$ axis. The five orbitals, degenerate in the free atom, now split into three levels, one for each value of $|m|$. The potential is a sum of spherical harmonics of rank $k$ in the electron's direction. Within the states of one orbital angular momentum $l$, each harmonic may be replaced by a polynomial in the components of $\mathbf L$, multiplied by a number. That number is a ratio of two reduced matrix elements: one of the harmonic and one of the polynomial. The second can be found in closed form for every rank and every angular momentum.

\section{Conventions and statement}

We set $\hbar=1$ and work in the $(2j+1)$-dimensional space of states $|m\rangle$, $m=-j,\dots,j$, with $J_\pm=J_x\pm iJ_y$ and
\begin{align}
[J_z,J_\pm]&=\pm J_\pm,\qquad [J_+,J_-]=2J_z,\\
J_\pm|m\rangle&=\sqrt{(j\mp m)(j\pm m+1)}\,|m\pm1\rangle .
\end{align}
A tensor of rank $k$ is a set of $2k+1$ operators $T^k_q$, $q=-k,\dots,k$, obeying
\begin{equation}
[J_z,T^k_q]=q\,T^k_q,\qquad
[J_\pm,T^k_q]=\sqrt{k(k+1)-q(q\pm1)}\;T^k_{q\pm1}. \label{tensor}
\end{equation}
By the Wigner--Eckart theorem these relations fix all matrix elements up to one number, the reduced element, which we define by
\begin{equation}
\langle m'|T^k_q|m\rangle=(-1)^{j-m'}
\begin{pmatrix} j&k&j\\-m'&q&m\end{pmatrix}
\langle j\|T^k\|j\rangle . \label{we}
\end{equation}
Other conventions move a factor $\sqrt{2j+1}$ between the two parts and change the formula below accordingly.

For an integer $k$ with $0\le k\le 2j$ we start from
\begin{equation}
T^k_k=N_kJ_+^k,\qquad N_k=\frac{(-1)^k\sqrt{(2k)!}}{2^k\,k!}, \label{top}
\end{equation}
and obtain the other components by commutation with $J_-$. The result to be shown is
\begin{equation}
\boxed{\;\langle j\|T^k\|j\rangle=\frac{1}{2^k}\sqrt{\frac{(2j+k+1)!}{(2j-k)!}}\;} \label{result}
\end{equation}
The constant $N_k$ is the Racah normalisation: the same construction applied to $(x+iy)^k$ gives harmonics whose $q=0$ member equals 1 at the unit point of the $z$ axis.

\section{Why the commutators close}

Write $D_\pm X=[J_\pm,X]$ and $D_zX=[J_z,X]$. The Jacobi identity gives $D_+D_--D_-D_+=2D_z$. Let $X_0=J_+^k$ and $X_n=D_-^nX_0$. Each factor $J_+$ raises $m$ by one and each $D_-$ lowers it by one, so
\begin{equation}
D_zX_n=(k-n)X_n,\qquad D_+X_0=0 .
\end{equation}
Suppose $D_+X_n=a_nX_{n-1}$, with $a_0=0$. Then
\begin{equation}
D_+X_{n+1}=D_-D_+X_n+2D_zX_n=\bigl[a_n+2(k-n)\bigr]X_n ,
\end{equation}
so that $a_{n+1}=a_n+2(k-n)$, and summation gives
\begin{equation}
a_n=\sum_{i=0}^{n-1}2(k-i)=2kn-n(n-1)=n(2k-n+1). \label{an}
\end{equation}

To see where the chain ends, use the inner product $(A,B)=\mathrm{Tr}(A^\dagger B)$. Cyclic invariance of the trace gives
\begin{equation}
\mathrm{Tr}\bigl(A^\dagger[J_-,B]\bigr)
=\mathrm{Tr}\bigl((A^\dagger J_--J_-A^\dagger)B\bigr)
=\mathrm{Tr}\bigl([J_+,A]^\dagger B\bigr),
\end{equation}
so $D_+$ is the adjoint of $D_-$. Therefore
\begin{equation}
\|X_n\|^2=(D_-X_{n-1},X_n)=(X_{n-1},D_+X_n)=a_n\|X_{n-1}\|^2 .
\end{equation}
For $k\le2j$ the operator $X_0$ is not zero. The factors $a_1,\dots,a_{2k}$ are positive and $a_{2k+1}=0$, so there are $2k+1$ non-zero members and the next one vanishes.

With $q=k-n$, direct expansion shows $a_n=k(k+1)-q(q+1)$, which is the squared coefficient in \eqref{tensor} linking $q$ and $q+1$. Dividing by its root at each step gives $T^k_{k-n}=N_kX_n/\sqrt{a_1\cdots a_n}$. Since $a_1\cdots a_n=n!\,(2k)!/(2k-n)!$, this is
\begin{equation}
T^k_q=\frac{(-1)^k}{2^kk!}\sqrt{\frac{(k+q)!}{(k-q)!}}\;D_-^{\,k-q}J_+^k . \label{closed}
\end{equation}
The relation with $J_-$ holds by construction. The one with $J_+$ follows from $D_+X_n=a_nX_{n-1}$, since dividing by the roots leaves $D_+T^k_{k-n}=\sqrt{a_n}\,T^k_{k-n+1}$. All of \eqref{tensor} is satisfied.

\section{The origin of the constant}

For functions of position, $L_-$ is a first-order differential operator and obeys the product rule, as a commutator does. Its action on the coordinates is
\begin{equation}
L_-(x+iy)=-2z,\qquad L_-z=x-iy,\qquad L_-(x-iy)=0 .
\end{equation}
Apply $L_-^k$ to $(x+iy)^k$ and set $x=y=0$. A term survives only if each of the $k$ factors has become $z$, so each must be struck once. There are $k!$ orders in which this can happen, and the value is $k!(-2z)^k$. The normalising divisor for $n=k$ is $\sqrt{a_1\cdots a_k}=\sqrt{(2k)!}$. The condition that the $q=0$ function be 1 at $z=1$ is
\begin{equation}
N_k\,\frac{k!\,(-2)^k}{\sqrt{(2k)!}}=1 ,
\end{equation}
which is \eqref{top}. The functions so obtained are called $C^k_q$. They solve Laplace's equation, because $(x+iy)^k$ does and $L_-$ commutes with the Laplacian. The member $C^k_0$ is also axially symmetric, hence on the unit sphere it is the Legendre polynomial $P_k(\cos\theta)$.

\section{The magnitude from a trace}

Repeated use of the ladder relation gives
\begin{align}
\bigl|\langle m+k|J_+^k|m\rangle\bigr|^2
&=\prod_{i=0}^{k-1}(j-m-i)(j+m+i+1)\nonumber\\
&=\frac{(j-m)!}{(j-m-k)!}\,\frac{(j+m+k)!}{(j+m)!}\nonumber\\
&=(k!)^2\binom{j-m}{k}\binom{j+m+k}{k}.
\end{align}
Put $a=j-m$ and $N=2j+k$, so that $j+m+k=N-a$. The sum over $m$ becomes
\begin{equation}
\mathrm{Tr}(J_-^kJ_+^k)=(k!)^2\sum_{a=k}^{2j}\binom ak\binom{N-a}{k}
=(k!)^2\binom{N+1}{2k+1}.
\end{equation}
The last equality is a count. Choose $2k+1$ numbers from $0,1,\dots,N$ and call the middle one $a$. Then $k$ numbers come from the $a$ values below it and $k$ from the $N-a$ values above it. Summing over $a$ counts every choice once.

Multiplying by $N_k^2=(2k)!/(4^k(k!)^2)$ gives
\begin{align}
\mathrm{Tr}(T_k^{k\dagger}T^k_k)
&=\frac{(2k)!}{4^k}\,\frac{(2j+k+1)!}{(2k+1)!\,(2j-k)!}\nonumber\\
&=\frac{1}{2k+1}\,\frac{(2j+k+1)!}{4^k(2j-k)!}. \label{tr1}
\end{align}
On the other hand, the squares of the $3j$ symbols in \eqref{we}, summed over $m$ and $m'$ at fixed $q$, give $1/(2k+1)$. Hence
\begin{equation}
\mathrm{Tr}(T_k^{k\dagger}T^k_k)=\frac{|\langle j\|T^k\|j\rangle|^2}{2k+1}. \label{tr2}
\end{equation}
Comparison of \eqref{tr1} and \eqref{tr2} gives the magnitude in \eqref{result}.

\section{The sign from the stretched state}

All matrices here are real, so only a sign is open. Take $q=0$ in \eqref{closed} and expand the nested commutator. Left and right multiplication by $J_-$ commute with each other, so the binomial theorem applies:
\begin{equation}
D_-^kJ_+^k=\sum_{i=0}^k\binom ki(-1)^iJ_-^{k-i}J_+^kJ_-^i .
\end{equation}
In the state $m=j$ we have $\langle j|J_-=(J_+|j\rangle)^\dagger=0$, and only $i=k$ remains:
\begin{align}
\langle j|T^k_0|j\rangle
&=\frac{(-1)^k}{2^kk!}(-1)^k\langle j|J_+^kJ_-^k|j\rangle\nonumber\\
&=\frac{1}{2^kk!}\prod_{i=0}^{k-1}(2j-i)(i+1)
=\frac{(2j)!}{2^k(2j-k)!}>0 . \label{stretch}
\end{align}
By \eqref{we} the same element is the $3j$ symbol with lower row $(-j,0,j)$ times the reduced element. Exchanging the outer columns of this symbol gives a factor $(-1)^{2j+k}$, and conversion to a Clebsch--Gordan coefficient gives $(-1)^{2j-k}$. The product of the two is $(-1)^{4j}=1$, so
\begin{equation}
\begin{pmatrix} j&k&j\\-j&0&j\end{pmatrix}
=\frac{\langle jj;k0|jj\rangle}{\sqrt{2j+1}} .
\end{equation}
The Condon--Shortley convention makes this coefficient positive. The reduced element is therefore positive, and \eqref{result} is established. Dividing \eqref{stretch} by \eqref{result} also gives the value of the symbol,
\begin{equation}
\begin{pmatrix} j&k&j\\-j&0&j\end{pmatrix}
=\frac{(2j)!}{\sqrt{(2j-k)!\,(2j+k+1)!}} . \label{threej}
\end{equation}

\section{Limits and range of validity}

The ratio of factorials in \eqref{result} is a product of $2k+1$ consecutive integers centred on $2j+1$. Pairing those at equal distance from the centre gives
\begin{equation}
\langle j\|T^k\|j\rangle^2=(2j+1)\prod_{i=1}^k\left[\left(j+\tfrac12\right)^2-\frac{i^2}{4}\right]. \label{prod}
\end{equation}
For $k=0$ this is $2j+1$, as it must be for the unit operator. For $k=1$ it is $(2j+1)j(j+1)$, the familiar value for $\mathbf J$ itself.

Relative to $(j+\tfrac12)^{2k}$, the leading correction to the product is $-\sum_{i=1}^k i^2/(2j+1)^2=-k(k+1)(2k+1)/[6(2j+1)^2]$. For $j^2\gg k^3$ this correction is small, and the reduced element is close to $\sqrt{2j+1}\,(j+\tfrac12)^k$. For $j\to\infty$ at fixed $k$ we reach the classical limit, in which $T^k_q$ behaves as a harmonic of a vector of length $j+\tfrac12$. The terms $i^2/4$ are the quantum corrections to the reduced element. If $k$ grows together with $j$, the condition $j^2\gg k^3$ still secures the reduced element, but not the classical form of the individual matrix elements.

At the other end, the factor with $i=2j+1$ is zero. The product thus vanishes for every $k>2j$, in agreement with $J_+^k=0$: a spin $\tfrac12$ has no quadrupole. The highest rank that survives, $k=2j$, has the reduced element $2^{-2j}\sqrt{(4j+1)!}$. For $j=\tfrac12$ this is $\sqrt6/2=1.22474$.

The operators $T^k_q$ are built from $\mathbf J$ and cannot change $j$. They can represent another tensor inside one multiplet, but not its matrix elements between different $j$.

\section{Cartesian forms}

For $k=1$, $T^1_1=-J_+/\sqrt2$, and $[J_-,J_+]=-2J_z$ leads to $T^1_0=J_z$. For $k=2$, $N_2=\sqrt{3/8}$ and
\begin{align}
T^2_1&=\tfrac12N_2[J_-,J_+^2]=-\sqrt{\tfrac38}\,(J_zJ_++J_+J_z),\\
T^2_0&=\tfrac1{\sqrt6}[J_-,T^2_1]
=-\tfrac14\bigl(J_-J_++J_+J_--4J_z^2\bigr)
=\tfrac12\bigl(3J_z^2-\mathbf J^2\bigr).
\end{align}
The second line uses $[J_-,J_z]=J_-$ and $J_-J_++J_+J_-=2(\mathbf J^2-J_z^2)$. Symmetrised products appear without being put in by hand.

For $k=3$ a new feature arises. $T^3_0$ is diagonal and is a sum of products of at most three components of $\mathbf J$, so it is a polynomial in $J_z$ of degree at most three. Reversing all lower entries of the $3j$ symbol in \eqref{we} shows that it is odd for odd $k$. Hence $T^3_0=\alpha J_z^3+\beta J_z$. Tensors of different rank are orthogonal under the trace, by the orthogonality of the $3j$ symbols. Orthogonality to $T^1_0=J_z$ then requires
\begin{equation}
\frac{\beta}{\alpha}=-\frac{\sum_m m^4}{\sum_m m^2}=-\frac{3j(j+1)-1}{5}.
\end{equation}
With $\alpha=\tfrac52$ the value at $m=j$ is $\tfrac12j(2j-1)(j-1)$, which agrees with \eqref{stretch}. So
\begin{equation}
T^3_0=\tfrac12\bigl(5J_z^3-3\mathbf J^2J_z+J_z\bigr).
\end{equation}
The classical harmonic $\tfrac12(5z^3-3r^2z)$ has no counterpart to the last term. It comes from the non-commuting components and is smaller than the term $3\mathbf J^2J_z$ by the factor $1/[3j(j+1)]$. Replacing $x,y,z$ by $J_x,J_y,J_z$ in a harmonic without regard to such terms does not in general give a pure tensor, as this case shows.

\section{Worked example: a d electron between two charges}

Take a spinless electron with $l=2$ on a sphere of radius $a=0.8$ angstrom, and two fixed charges $-e$ at $z=\pm d$ with $d=2.0$ angstrom. These are round model parameters. With $K=e^2/(4\pi\varepsilon_0)=14.39965$ eV angstrom and $a<d$, the repulsion energy is
\begin{equation}
V=K\sum_k\frac{a^k}{d^{k+1}}\bigl[P_k(\cos\theta)+P_k(-\cos\theta)\bigr].
\end{equation}
Odd ranks cancel. Within $l=2$ the triangle rule removes $k>4$. The term $k=0$ shifts all levels by $2K/d=14.39965$ eV and is dropped. What remains is $A_2C^2_0+A_4C^4_0$ with $A_k=2Ka^k/d^{k+1}$:
\begin{align}
A_2&=\frac{2(14.39965)(0.64)}{8}=2.3039\ \text{eV},\\
A_4&=\frac{2(14.39965)(0.4096)}{32}=0.3686\ \text{eV}.
\end{align}

The reduced elements of $C^k$ follow from one average each. In the state $m=2$ the density in $u=\cos\theta$ is $\tfrac{15}{16}(1-u^2)^2$, so $\langle u^2\rangle=\tfrac17$ and $\langle u^4\rangle=\tfrac1{21}$. This gives $\langle P_2\rangle=-\tfrac27$ and $\langle P_4\rangle=\tfrac1{21}$. Division by the symbol \eqref{threej}, which is $24/\sqrt{2!\,7!}$ for $k=2$ and $24/\sqrt{9!}$ for $k=4$, yields
\begin{equation}
\langle2\|C^2\|2\rangle=-1.19523,\qquad \langle2\|C^4\|2\rangle=1.19523 .
\end{equation}
For the operators built from $\mathbf L$, \eqref{result} gives
\begin{equation}
\langle2\|T^2\|2\rangle=\tfrac14\sqrt{7!/2!}=12.5499,\qquad
\langle2\|T^4\|2\rangle=\tfrac1{16}\sqrt{9!}=37.6497 .
\end{equation}
The ratios are $-0.095238$ and $0.031746$, so inside the d shell
\begin{equation}
C^2_0\to-0.095238\,T^2_0(\mathbf L),\qquad C^4_0\to0.031746\,T^4_0(\mathbf L).
\end{equation}
The first ratio is negative for a geometrical reason. When $\mathbf L$ points along $z$, $3L_z^2-\mathbf L^2$ is positive, but the electron density lies near the equatorial plane, where $P_2$ is negative.

For $|m|=0,1,2$ the diagonal elements of $T^2_0$ are $-3,\,-1.5,\,3$ and those of $T^4_0$ are $9,\,-6,\,1.5$. To first order in the field, that is within $l=2$, the levels relative to the common shift are
\begin{align}
E_0&=0.6583+0.1053=0.7636\ \text{eV},\\
E_1&=0.3291-0.0702=0.2589\ \text{eV},\\
E_2&=-0.6583+0.0176=-0.6407\ \text{eV},
\end{align}
where the first term is the rank-2 part and the second the rank-4 part. The orbital with $m=0$ points at the negative charges and is raised. The pair with $|m|=2$ avoids them and is lowered. The sum $E_0+2E_1+2E_2$ vanishes, since tensors of rank $k>0$ are orthogonal to the unit operator and so have zero trace.

The total splitting is $E_0-E_2=1.404$ eV, or $0.0516$ hartree. Rank 4 supplies $0.088$ eV of it, about 6 per cent. Direct quadrature of the unexpanded Coulomb repulsion over the unperturbed $l=2$ densities gives the same three first-order levels. The field also couples $l=2$ to other even $l$, which operator equivalents within one multiplet cannot describe. With the kinetic energy $\hbar^2l(l+1)/(2m_ea^2)$ of a free electron on the sphere, this mixing moves the levels to $0.781$, $0.251$ and $-0.644$ eV and the splitting to $1.425$ eV. The model leaves out the radial extent of a real orbital, its overlap with the neighbours and any covalent mixing, so the numbers illustrate the algebra and do not describe a particular compound. Nor is the order of the levels a general rule: in an ion with an s level close to the d shell, the rank-2 term mixes s into the $m=0$ orbital and can bring a level of mixed s and d character below the pair with $|m|=1$.

\section*{Computed values}
\begin{verbatim}
matrix elements compared with 3j symbols: 875
largest relative deviation: 7.9e-15
reduced elements from the formula (hbar = 1):
  j = 0.5, k = 0..1: 1.41421, 1.22474
  j = 1.0, k = 0..2: 1.73205, 2.44949, 2.73861
  j = 1.5, k = 0..3: 2.00000, 3.87298, 6.70820, 8.87412
  j = 2.0, k = 0..4: 2.23607, 5.47723, 12.54990, 25.09980, 37.64970
sphere radius: 0.8 angstrom
charge distance from centre: 2.0 angstrom
Coulomb constant e^2/(4 pi eps0): 14.39965 eV angstrom
common shift (k = 0): 14.39965 eV
k = 2: field strength A_k = 2.30394 eV
  <2||C^k||2> = -1.19523 (no unit)
  <2||T^k||2> = 12.54990 (hbar = 1)
  equivalent factor, ratio C/T = -0.095238
  <m|T^k_0|m> for |m| = 0, 1, 2: -3.0000, -1.5000, 3.0000
k = 4: field strength A_k = 0.36863 eV
  <2||C^k||2> = 1.19523 (no unit)
  <2||T^k||2> = 37.64970 (hbar = 1)
  equivalent factor, ratio C/T = 0.031746
  <m|T^k_0|m> for |m| = 0, 1, 2: 9.0000, -6.0000, 1.5000
|m| = 0: level from operators 0.76359 eV, direct quadrature 0.76359 eV
|m| = 1: level from operators 0.25892 eV, direct quadrature 0.25892 eV
|m| = 2: level from operators -0.64072 eV, direct quadrature -0.64072 eV
total splitting E(0) - E(2): 1.40431 eV
total splitting converted: 0.051607 hartree
\end{verbatim}
